# Fluorine 2P splitting from Hartree-Fock orbitals and the spin-orbit mean field

## Question

The ground configuration of fluorine, $1s^22s^22p^5$, has a single term, $^2P$. Its spin-orbit splitting is to be computed from Hartree-Fock orbitals and compared with the measured value, about $4.0\times10^{2}\ \mathrm{cm^{-1}}$.

Treat the Breit-Pauli spin-orbit operator to first order, with the electron $g$-factor set to 2. In Gaussian units, with $\mathbf l$ and $\mathbf s$ including $\hbar$ and $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$,

$$H=\frac{e^2}{2m^2c^2}\left[\sum_i\frac{Z}{r_i^3}\mathbf l_i\cdot\mathbf s_i-\sum_{i\ne j}\frac{\mathbf r_{ij}\times\mathbf p_i}{r_{ij}^3}\cdot(\mathbf s_i+2\mathbf s_j)\right].$$

The term with $\mathbf s_i$ is the spin-same-orbit part, that with $2\mathbf s_j$ the spin-other-orbit part. The states are built from the six nonrelativistic determinants of the configuration, with one radial function for each of $1s$, $2s$ and $2p$. The states with $M_J=\pm\tfrac32$ are single determinants, and one of them suffices to fix the splitting; the other four states each combine two determinants.

From here on, lengths are in Bohr radii $a_0$ and angular momenta in $\hbar$. Since $a_0=\hbar/(\alpha mc)$, the prefactor becomes

$$C=\frac{e^2\hbar^2}{2m^2c^2a_0^3}=\frac{\alpha^2}{2}\ \text{hartree}=5.8437\ \mathrm{cm^{-1}}.$$

### (a) Find the Hartree-Fock operators that determine the orbitals.

**Answer.** Let $D_s$ be the density matrix of $1s^22s^2$ and $D_p$ that of a full $2p^6$ shell, both including the factor 2 for spin. Let $\hat h$ be the kinetic energy plus nuclear attraction, and $G(D)=J(D)-\tfrac12K(D)$ the closed-shell Coulomb and exchange field.

Remove one spin orbital from $2p^6$. By rotation and spin symmetry, all six contribute equally to the one-electron energy and to the interaction with the s shells, so these acquire a factor $5/6$. Let $W$ be the interaction energy within $2p^6$. Summing each spin orbital's interaction with the others counts every pair twice and gives $2W$, so each one accounts for $2W/6=W/3$. Removing one leaves $2W/3$. Hence

$$E=\mathrm{Tr}\,\hat h\left(D_s+\tfrac56D_p\right)+\tfrac12\mathrm{Tr}\,D_sG(D_s)+\tfrac56\mathrm{Tr}\,D_sG(D_p)+\tfrac12\cdot\tfrac23\mathrm{Tr}\,D_pG(D_p).$$

Varying $D_s$ gives $F_s$. Varying $D_p$ gives $\tfrac56[\hat h+G(D_s)]+\tfrac23G(D_p)$, which is divided by $5/6$:

$$F_s=\hat h+G(D_s)+\tfrac56G(D_p),\qquad F_p=\hat h+G(D_s)+\tfrac45G(D_p).$$

The s and p orbitals are orthogonal by symmetry, so no multiplier couples the two equations.

### (b) Reduce the splitting to a matrix element of a one-electron operator.

**Answer.** Each term of $H$ is a spatial vector contracted with a spin vector. Within $^2P$, the Wigner-Eckart theorem therefore gives $H=\mathcal A\,\mathbf L\cdot\mathbf S$, with levels

$$E_J=\frac{\mathcal A}{2}\left[J(J+1)-2-\tfrac34\right],\qquad E_{3/2}=\frac{\mathcal A}{2},\quad E_{1/2}=-\mathcal A.$$

The determinant with $M_L=1$, $M_S=\tfrac12$ is the closed-shell determinant without the spin orbital $u=2p_{-1}\beta$. Its energy is $\mathcal A M_LM_S=\mathcal A/2$.

The closed-shell expectation value of $H$ is zero, because a spin vector has no expectation value in a singlet. Removing $u$ subtracts its one-electron term and its interaction with all other occupied spin orbitals. The pair of $u$ with itself may be included, since its direct and exchange terms cancel. Thus

$$\frac{\mathcal A}{2}=-\langle u|\mathcal F|u\rangle,$$

where $\mathcal F$ is the spin-orbit mean field of the **full** shells $1s^22s^22p^6$, built from fluorine's orbitals. These shells are spherical, so on $2p$ the field has the form $\mathcal F=\zeta\,\mathbf l\cdot\mathbf s$. For $u$, $m_lm_s=(-1)(-\tfrac12)=\tfrac12$, which gives $\mathcal A=-\zeta$ and

$$E_{1/2}-E_{3/2}=-\tfrac32\mathcal A=\tfrac32\zeta.$$

For positive $\zeta$ the level $J=3/2$ lies lower, as expected for a shell with one hole. Within the stated first-order, one-determinant model, no averaging approximation has been made.

### (c) Carry out the spin sums in the two-electron mean field.

**Answer.** Write $\mathbf T_{12}=\mathbf r_{12}\times\mathbf p_1/r_{12}^3$ and $\mathbf T_{21}=\mathbf r_{21}\times\mathbf p_2/r_{12}^3$. In units of $C$, the interaction of one pair is

$$-\mathbf T_{12}\cdot(\mathbf s_1+2\mathbf s_2)-\mathbf T_{21}\cdot(\mathbf s_2+2\mathbf s_1).$$

Let $a,b$ be $2p$ orbitals and $j$ run over the occupied spatial orbitals, each holding both spins. In a matrix element $\langle aj|\dots|bj\rangle$, the first position belongs to electron 1.

*Direct.* Summing over the spin of $j$ removes $\mathbf s_2$ and doubles terms containing $\mathbf s_1$. The first part gives $-2\langle aj|\mathbf T_{12}|bj\rangle\cdot\mathbf s$. The second would give $-4\langle aj|\mathbf T_{21}|bj\rangle\cdot\mathbf s$, but it vanishes. To see this, choose real orbitals $j$ for the filled shells. Because $\mathbf r_{21}/r_{12}^3$ has no curl, $\mathbf T_{21}$ is Hermitian, so its expectation value in $j$ is real. It is also $-i$ times a real operator, so that value is imaginary, and hence zero.

*Exchange.* The spin factors are

$$\sum_\sigma\langle\sigma_a|\mathbf s|\sigma\rangle\langle\sigma|\sigma_b\rangle=\sum_\sigma\langle\sigma_a|\sigma\rangle\langle\sigma|\mathbf s|\sigma_b\rangle=\langle\sigma_a|\mathbf s|\sigma_b\rangle.$$

Both spins thus give the same factor, with total weight $1+2=3$. The exchange sign turns the minus into a plus. The two-electron field is

$$\left[-2\sum_j\langle aj|\mathbf T_{12}|bj\rangle+3\sum_j\big(\langle aj|\mathbf T_{12}|jb\rangle+\langle aj|\mathbf T_{21}|jb\rangle\big)\right]\cdot\mathbf s.$$

One third of the exchange is spin-same-orbit and two thirds is spin-other-orbit.

### (d) Evaluate the nuclear and direct parts.

**Answer.** Let $R=P/r$ be the normalized $2p$ radial function, $\int_0^\infty P^2dr=1$. The nuclear contribution to $\zeta/C$ is $Z\langle r^{-3}\rangle$.

For the direct part, Gauss's law states that a spherical distribution acts at radius $r$ through the number $q(r)$ of electrons inside:

$$\sum_j\int|\phi_j(2)|^2\frac{\mathbf r_{12}}{r_{12}^3}\,d^3r_2=\frac{q(r_1)}{r_1^3}\mathbf r_1,$$

with one electron counted per spatial orbital. Since $\mathbf r_1\times\mathbf p_1=\mathbf l_1$, the direct contribution is $-2\int P^2q/r^3\,dr$. Let $Q_s(r)$ and $Q_p(r)$ be the charge inside $r$ of one electron in an s orbital and in $2p$. Each s shell gives

$$-2\int_0^\infty\frac{P^2Q_s}{r^3}dr.$$

The three $2p$ orbitals give

$$-6A,\qquad A=\int_0^\infty\frac{P^2Q_p}{r^3}dr.$$

If an s shell lay wholly at radii smaller than those where $P^2/r^3$ matters, then $Q_s=1$ and its direct term would lower $Z$ by 2.

### (e) Evaluate the exchange with an s shell.

**Answer.** Take $a=b=2p_{+1}$ and the $z$ component, for which $l_z=1$. With $\mathbf n=\mathbf r/r$,

$$a=NR\,\boldsymbol\varepsilon\cdot\mathbf n,\quad N=\sqrt{\tfrac{3}{4\pi}},\quad\boldsymbol\varepsilon=\tfrac1{\sqrt2}(1,i,0),\quad(\bar{\boldsymbol\varepsilon}\times\boldsymbol\varepsilon)_z=i.$$

The overall sign of $a$ is immaterial. Exchanging electron labels gives $\langle aj|\mathbf T_{21}|ja\rangle=\langle ja|\mathbf T_{12}|aj\rangle$. Hermiticity makes this the complex conjugate of $\langle aj|\mathbf T_{12}|ja\rangle$. If $I=\langle ja|T_{12,z}|aj\rangle$ is real, as found below, the exchange contribution is therefore $3\cdot2I=6I$.

Because $\mathbf r_{12}/r_{12}^3=-\nabla_1(1/r_{12})$ and $\mathbf p_1=-i\nabla_1$,

$$I=i\int j^*(\nabla U\times\nabla a)_z\,d^3r,\qquad U(\mathbf r_1)=\int\frac{a^*(2)j(2)}{r_{12}}d^3r_2.$$

Let $j=S/\sqrt{4\pi}$ and $P_s=rS$. The product $a^*j$ is a dipole distribution. The $l=1$ term of the multipole expansion, with factor $4\pi/3$, gives

$$U=\frac{4\pi}{3}\frac{N}{\sqrt{4\pi}}\,y_1\,\bar{\boldsymbol\varepsilon}\cdot\mathbf n=\frac{y_1}{\sqrt3}\,\bar{\boldsymbol\varepsilon}\cdot\mathbf n,\qquad y_1(r)=\int_0^\infty PP_s\frac{r_<}{r_>^2}dr'.$$

For any radial function $f$, with $\boldsymbol\varepsilon_\perp=\boldsymbol\varepsilon-(\boldsymbol\varepsilon\cdot\mathbf n)\mathbf n$,

$$\nabla(f\,\boldsymbol\varepsilon\cdot\mathbf n)=f'(\boldsymbol\varepsilon\cdot\mathbf n)\mathbf n+\frac fr\boldsymbol\varepsilon_\perp.$$

Therefore

$$\nabla U\times\nabla a=\frac N{\sqrt3}\left[\frac{y_1'R}{r}(\bar{\boldsymbol\varepsilon}\cdot\mathbf n)\mathbf n\times\boldsymbol\varepsilon+\frac{y_1R'}{r}(\boldsymbol\varepsilon\cdot\mathbf n)\bar{\boldsymbol\varepsilon}\times\mathbf n+\frac{y_1R}{r^2}\bar{\boldsymbol\varepsilon}_\perp\times\boldsymbol\varepsilon_\perp\right].$$

The angular average of $n_in_k$ is $\delta_{ik}/3$, so the first two vector products average to $\bar{\boldsymbol\varepsilon}\times\boldsymbol\varepsilon/3$. The third equals $\bar{\boldsymbol\varepsilon}\times\boldsymbol\varepsilon$ minus the first two, and so also averages to one third of it. The constants multiply to

$$i\cdot4\pi\cdot\frac1{\sqrt{4\pi}}\cdot\frac N{\sqrt3}\cdot\frac i3=-\frac13,$$

and

$$I_s=-\frac13\int_0^\infty S\left[r(y_1R)'+y_1R\right]dr=-\frac13\int_0^\infty S\,(y_1P)'\,dr.$$

Integration by parts has no boundary term, since $P(0)=0$ and $S$ vanishes at infinity. The contribution to $\zeta/C$ is

$$6I_s=2\int_0^\infty S'Py_1\,dr.$$

If $S$ is positive and decreasing and $P$ is positive, as for hydrogenic $1s$ and $2p$ functions, this is negative: exchange adds to the screening. A $2s$ function has a node, and this argument then fixes no sign. For an s shell of shrinking radius $b$, the factors scale as $S'\sim b^{-5/2}$, $P\sim b^2$, $y_1\sim b^{3/2}$ and $dr\sim b$. The exchange then vanishes as $b^2$, leaving the direct screening by two charges.

### (f) Evaluate the exchange within the 2p shell.

**Answer.** Use the real orbitals $j_k=NRn_k$, $k=x,y,z$, and split the density into a monopole and a quadrupole:

$$a^*j_k=N^2R^2\left[\tfrac13\bar\varepsilon_k+q_k\right],\qquad q_k=(\bar{\boldsymbol\varepsilon}\cdot\mathbf n)n_k-\tfrac13\bar\varepsilon_k.$$

*Monopole.* Since $4\pi N^2=3$, the potential is $U_k=y_0\bar\varepsilon_k$, where $y_0'=-Q_p/r^2$. Then $\sum_kj_k\nabla U_k=NRy_0'(\bar{\boldsymbol\varepsilon}\cdot\mathbf n)\mathbf n$. The product with $\nabla a$ has the same angular average as before:

$$I_0=i\cdot4\pi N^2\cdot\frac i3\int_0^\infty r^2R^2\frac{y_0'}{r}dr=-\int_0^\infty P^2\frac{y_0'}{r}dr=A.$$

*Quadrupole.* The $l=2$ factor $4\pi/5$ gives $U_k=\tfrac35y_2q_k$, with

$$y_2=\frac1{r^3}\int_0^rP^2s^2ds+r^2\int_r^\infty\frac{P^2}{s^3}ds.$$

From $\sum_kn_k^2=1$ and $\sum_kn_k\nabla n_k=0$ follow $\sum_kn_kq_k=\tfrac23\bar{\boldsymbol\varepsilon}\cdot\mathbf n$ and $\sum_kn_k\nabla q_k=\bar{\boldsymbol\varepsilon}_\perp/r$. Hence

$$\sum_kj_k\nabla U_k=\frac35NR\left[\frac23y_2'(\bar{\boldsymbol\varepsilon}\cdot\mathbf n)\mathbf n+\frac{y_2}{r}\bar{\boldsymbol\varepsilon}_\perp\right].$$

Taking the vector product with $\nabla a$ and averaging as in part (e),

$$I_2=-\frac35\int_0^\infty\left[\frac23rR^2y_2'+rRR'y_2+R^2y_2\right]dr.$$

With $RR'=\tfrac12(R^2)'$, the middle term integrates by parts to $-\tfrac12\int R^2(y_2+ry_2')dr$; the boundary terms vanish. Thus

$$I_2=-\frac1{10}\int_0^\infty R^2(ry_2'+3y_2)\,dr.$$

In $y_2'$ the derivatives of the integration limits cancel, so $ry_2'+3y_2=5r^2\int_r^\infty P^2s^{-3}ds$. Exchanging the order of integration gives

$$I_2=-\frac12\int_0^\infty P^2(r)\int_r^\infty\frac{P^2(s)}{s^3}ds\,dr=-\frac12\int_0^\infty\frac{P^2(s)Q_p(s)}{s^3}ds=-\frac A2.$$

The contribution to $\zeta/C$ is $6(I_0+I_2)=3A$. It cancels half of the direct term $-6A$. Collecting all parts,

$$\frac\zeta C=Z\langle r^{-3}\rangle-2\sum_s\int\frac{P^2Q_s}{r^3}dr-6A+2\sum_s\int S'Py_1\,dr+3A.$$

The direct and exchange parts separately follow the full-shell convention of part (b). Omitting the self-pair would change each of them but not their sum.

### (g) Compute the splitting and compare it with measurement.

**Answer.** The equations of part (a) were solved in a basis of 18 s and 14 p Gaussian shells. The total energy is $-99.409$ hartree, $\langle r^{-3}\rangle=7.5447\,a_0^{-3}$ and $A=0.5917\,a_0^{-3}$. The contributions to $\zeta/C$, in $a_0^{-3}$, are:

| Source | Direct | Exchange |
|---|---:|---:|
| $1s^2$ | −10.196 | −9.125 |
| $2s^2$ | −1.156 | 0.247 |
| $2p^6$ | −3.550 | 1.775 |

The nuclear term is $9\times7.54474=67.903$. The direct terms sum to $-14.902$ and the exchange terms to $-7.103$, so

$$\zeta=5.8437\times(67.903-14.902-7.103)\ \mathrm{cm^{-1}}=268.2\ \mathrm{cm^{-1}}.$$

Multiplying each part by $\tfrac32C$ gives the splitting:

$$595.2_{\text{ nuclear}}-130.6_{\text{ direct}}-62.3_{\text{ exchange}}=402.3\ \mathrm{cm^{-1}}\quad(49.9\ \mathrm{meV}).$$

The two-electron terms remove about 32% of the nuclear value. Exchange cannot be neglected: nuclear and direct parts alone give $464.6\ \mathrm{cm^{-1}}$. The negative exchange total comes from the $1s$ shell; in the full-shell convention the other two shells contribute with the opposite sign. The $2p$ entries, and with them the value $464.6\ \mathrm{cm^{-1}}$, depend on that convention: without the self-pair of $u$ they become $-0.710$ (direct) and $-1.065$ (exchange), with the same sum $-1.775$.

The result agrees with the measured value, about $4.0\times10^{2}\ \mathrm{cm^{-1}}$, to the two figures quoted. This agreement does not establish the accuracy of the model. A smaller basis gives $401.5\ \mathrm{cm^{-1}}$, a shift of $0.8\ \mathrm{cm^{-1}}$, which by itself does not bound the remaining basis error. Larger bases (28 s and 24 p Gaussian shells, or 15 s and 15 p Slater functions) raise $\langle r^{-3}\rangle$ by $0.0004$ to $7.5451\,a_0^{-3}$, the nuclear term to $67.906$, and the splitting by $0.03\ \mathrm{cm^{-1}}$; the splitting still rounds to $402.3\ \mathrm{cm^{-1}}$. The calculation also omits electron correlation, relativistic changes of the orbitals, higher orders in the spin-orbit operator and the anomalous magnetic moment. Their separate sizes and signs were not computed.

The mean field could instead be built with the average $2p$ occupation $5/6$ in place of the full shell. The net $2p$ term $-3A$ then becomes $-\tfrac52A$, and the splitting rises by

$$\tfrac32C\cdot\tfrac12A=0.75\times5.8437\times0.5917\ \mathrm{cm^{-1}}=2.6\ \mathrm{cm^{-1}},$$

to $404.9\ \mathrm{cm^{-1}}$. This is only an approximation to the $402.3\ \mathrm{cm^{-1}}$ that the stated model gives.

The numerical check tests the direct and exchange formulas shell by shell against three-dimensional quadrature. It also diagonalizes the full two-electron operator among the six determinants of $2p^5$, finding four states at $-134.1\ \mathrm{cm^{-1}}$ and two at $268.2\ \mathrm{cm^{-1}}$, in agreement with $-\zeta/2$ and $\zeta$.

The first-order treatment requires each matrix element of $H$ between $^2P$ and another state of the same $J$ and parity to be small compared with the energy separation of the two. The hole argument requires a single vacancy in otherwise closed shells; an open shell with several terms needs its own two-electron matrix elements.

## Numbers as computed

```
nuclear charge Z: 9
fine-structure constant: 0.007297353
1 hartree in cm^-1: 219474.631
prefactor C = alpha^2/2: 5.843661 cm^-1 a0^3
basis: primitive s and p shells: 18 14
s exponents: 0.100 to 141050.0 a0^-2
p exponents: 0.060 to 3024.2 a0^-2
HF total energy: -99.40928 hartree
virial ratio -E/T: 1.0000011
orbital energy 1s: -26.38274 hartree
orbital energy 2s: -1.57253 hartree
orbital energy 2p: -0.73002 hartree
<r^-3> of 2p: 7.54474 a0^-3
integral A: 0.59172 a0^-3
nuclear term Z<r^-3>: 67.9027 a0^-3
1s shell: direct -10.1955, exchange -9.1253 a0^-3
2s shell: direct -1.1560, exchange 0.2474 a0^-3
2p shell: direct -3.5503, exchange 1.7752 a0^-3
sum of all terms: 45.8981 a0^-3
contributions to zeta, cm^-1:
  nuclear: 396.80
  1s shell: direct -59.58, exchange -53.33
  2s shell: direct -6.76, exchange 1.45
  2p shell: direct -20.75, exchange 10.37
  direct total: -87.08
  exchange total: -41.51
  exchange, spin-same-orbit third: -13.84
  exchange, spin-other-orbit rest: -27.67
  zeta: 268.21
contributions to the splitting, cm^-1:
  nuclear: 595.2
  direct: -130.6
  exchange: -62.3
  nuclear + direct: 464.6
  total: 402.3
total splitting in meV: 49.88
levels from the 6x6 matrix, cm^-1: -134.11 -134.11 -134.11 -134.11 268.21 268.21
splitting from the 6x6 matrix: 402.3 cm^-1
splitting, 5/6-occupied 2p mean field: 404.9 cm^-1
splitting in the smaller basis: 401.5 cm^-1
measured splitting given in the question: 404 cm^-1
computed minus measured: -1.7 cm^-1
relative difference: -0.4 percent
```
